# Orbital energies and total-energy differences in pseudopotential fitting

## Question

I am fitting a pseudopotential for an atom with two valence electrons. My plan is to adjust its parameters until the Hartree-Fock energy \(\varepsilon\) of the valence orbital agrees with a reference value. Koopmans' theorem says that \(-\varepsilon\) is the ionization energy, and an ionization energy is a difference of two total energies. Have I not then fitted the total-energy difference as well? If not, can two potentials have the same \(\varepsilon\) and still give different ionization energies, and does the difference survive when correlation is included?

## Answer

The weak point is the word "is". Koopmans' theorem gives the energy needed to remove an electron while all remaining orbitals stay frozen. The total-energy difference uses an ion whose orbitals have adjusted. The energy gained in that adjustment is a separate property of the potential, and fitting \(\varepsilon\) does not control it.

### The two ionization energies

I use Hartree atomic units and a nonrelativistic model. Two electrons of opposite spin share one real, normalized s orbital \(\varphi\) in a local potential \(V(r)\). Define

\[
h=-\tfrac12\nabla^2+V(r),\qquad
J(\mathbf r)=\int\frac{\varphi(\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d^3r' .
\]

Here \(J\) is the repulsion that one electron in \(\varphi\) exerts on another. Angle brackets without further labels denote expectation values in \(\varphi\). Each electron contributes \(\langle h\rangle\), and the pair repels once, so the Hartree-Fock energy of the neutral system is

\[
E_2=2\langle h\rangle+\langle J\rangle .
\]

To minimize it, vary \(\varphi\) and keep the norm fixed with a multiplier \(2\varepsilon\). The orbital appears twice in \(\langle h\rangle\) and four times in \(\langle J\rangle\), so

\[
4\langle\delta\varphi|h|\varphi\rangle+4\langle\delta\varphi|J|\varphi\rangle
-4\varepsilon\langle\delta\varphi|\varphi\rangle=0 .
\]

This must hold for every \(\delta\varphi\), hence

\[
(h+J)\varphi=\varepsilon\varphi,\qquad \varepsilon=\langle h\rangle+\langle J\rangle .
\]

The usual closed-shell Fock operator contains twice the Coulomb term minus exchange. Acting on \(\varphi\) itself, exchange equals one Coulomb term, which leaves the single \(J\) above.

Now remove one electron and freeze the other in \(\varphi\). The ion has energy \(\langle h\rangle\), and the cost is

\[
\langle h\rangle-E_2=-\langle h\rangle-\langle J\rangle=-\varepsilon\equiv K .
\]

This is the Koopmans value. But the remaining electron no longer feels \(J\), so its best orbital is the ground state \(\varphi_0\) of \(h\), with eigenvalue \(E_1\). Define the relaxation energy

\[
R=\langle h\rangle-E_1\ge 0 .
\]

The inequality is the variational principle: no normalized trial function has an expectation value of \(h\) below its lowest eigenvalue. The total-energy difference becomes

\[
I=E_1-E_2=(\langle h\rangle-E_2)-(\langle h\rangle-E_1)=K-R .
\]

For two potentials with equal \(K\), subtraction gives

\[
I_2-I_1=-(R_2-R_1).
\]

Equal orbital energies therefore give equal Hartree-Fock ionization energies if, and only if, the relaxation energies also agree.

The structure is the same for \(N\) electrons. With occupied spin orbitals and antisymmetrized repulsion integrals \(\langle ij||ij\rangle\),

\[
E_N=\sum_i h_{ii}+\tfrac12\sum_{ij}\langle ij||ij\rangle .
\]

Deleting orbital \(k\) removes \(h_{kk}\) and two equal half-sums, together \(h_{kk}+\sum_j\langle kj||kj\rangle=\varepsilon_k\). The frozen ion thus costs \(-\varepsilon_k\). Minimizing the ion's energy then lowers it or leaves it unchanged, provided that the frozen determinant belongs to the set of functions over which the ion is minimized.

### What the relaxation energy depends on

Let \(f=h+J\), with \(J\) held fixed. Its ground state is \(\varphi\), with eigenvalue \(\varepsilon\), and its excited states are \(|a\rangle\), with eigenvalues \(\varepsilon_a\). The ion's Hamiltonian is \(h=f-J\), so treat \(-J\) as a perturbation. The first-order change \(\varphi^{(1)}\) of the orbital satisfies

\[
(f-\varepsilon)\varphi^{(1)}=(J-\langle J\rangle)\varphi .
\]

Projection on \(\langle a|\) gives the coefficient \(\langle a|J|\varphi\rangle/(\varepsilon_a-\varepsilon)\). The second-order energy is \(-\langle\varphi|J|\varphi^{(1)}\rangle\), and therefore

\[
E_1\approx \varepsilon-\langle J\rangle
-\sum_a\frac{|\langle a|J|\varphi\rangle|^2}{\varepsilon_a-\varepsilon}.
\]

Since \(\varepsilon-\langle J\rangle=\langle h\rangle\), the leading relaxation energy is

\[
R^{(2)}=\sum_a\frac{|\langle a|J|\varphi\rangle|^2}{\varepsilon_a-\varepsilon}.
\]

The sum includes an integral over the continuum. Only s states contribute, because \(J\) is spherical. Adding a constant to \(J\) would change \(\varepsilon\) but not the numerators, since \(\langle a|\varphi\rangle=0\). Relaxation responds to the variation of \(J\) across the orbital and to the excitation energies, whereas \(\varepsilon\) contains the average \(\langle J\rangle\).

The direction of the relaxation can be found without perturbation theory. Let \(q(r)\) be the fraction of the density of \(\varphi\) inside radius \(r\). Gauss's law gives \(J'(r)=-q(r)/r^2<0\), so \(J\) decreases outward. Write \(u\) and \(u_0\) for the positive radial functions (\(r\) times the orbital) of neutral and ion, and let \(W=u_0u'-u_0'u\). Their radial equations give

\[
W'=u_0u''-u_0''u=2\,[\,J-(\varepsilon-E_1)\,]\,u\,u_0 .
\]

\(W\) vanishes at the origin and at infinity, so \(W'\) must integrate to zero. As \(J\) decreases, the bracket is positive inside some radius and negative outside it. Hence \(W\) rises from zero and falls back to zero, staying positive between. Then \((u/u_0)'=W/u_0^2>0\): relative to the ion, the neutral orbital has more weight outside.

Both functions are normalized, so \(u^2-u_0^2\) changes sign once, at some \(r_c\), from negative to positive. It follows that

\[
\int_0^\infty (r^2-r_c^2)(u^2-u_0^2)\,dr>0 ,
\]

and because \(u^2-u_0^2\) integrates to zero, \(\langle r^2\rangle\) is larger in the neutral. The orbital contracts on ionization. In this model \(\varphi\ne\varphi_0\), so \(R\) is strictly positive.

### A limit in which Koopmans' value looks safe

Take \(V=-Q/r\) with large \(Q\), and measure length in units of \(1/Q\). Then \(h=Q^2\tilde h\) and \(J=Q\,j\), where \(\tilde h\) is the hydrogen Hamiltonian, so \(f=Q^2(\tilde h+j/Q)\). As \(Q\to\infty\), \(\varphi\) approaches the scaled hydrogen 1s function. In \(R^{(2)}\) the numerators grow as \(Q^2\) and so do the denominators, so \(R^{(2)}\) tends to a nonzero constant. Each higher order contains one more factor of \(J\) and one more energy denominator, hence a further factor \(1/Q\), so the full \(R\) tends to the same constant. Meanwhile \(K\) grows as \(Q^2/2\).

The relative error of Koopmans' value as an estimate of \(I\) thus vanishes, but its absolute error does not. A fit intended to reproduce energy differences has to be judged by the absolute error.

### Two potentials with the same Koopmans value

Use the model

\[
V(r)=-\frac{2}{r}+A\,e^{-\alpha r^2}.
\]

The first term is the attraction of a core of charge 2, and the second keeps the electrons away from the core region. The parameters represent no particular element. The "tight" potential has \(\alpha=2\) bohr\(^{-2}\) and \(A=15\) hartree. The "wide" one has \(\alpha=1\) bohr\(^{-2}\), and its strength is adjusted until \(K\) agrees, which gives \(A=4.0839\) hartree. Both have the same Coulomb tail.

For the tight potential, in hartree,

\[
\begin{aligned}
K&=-(-0.56394+0.29555)=0.26839,\\
R&=-0.56394-(-0.57475)=0.01081,\\
I&=0.26839-0.01081=0.25758 .
\end{aligned}
\]

For the wide potential,

\[
\begin{aligned}
K&=-(-0.57738+0.30899)=0.26839,\\
R&=-0.57738-(-0.59214)=0.01476,\\
I&=0.26839-0.01476=0.25363 .
\end{aligned}
\]

The Koopmans values agree, but the ionization energy of the wide potential is lower by 0.00395 hartree, or 0.108 eV. An independent solution on a radial grid reproduces \(K\), \(R\) and \(I\) to about \(10^{-6}\) hartree, far less than this difference. The numerical output follows this answer.

The fit has fixed the sum \(\langle h\rangle+\langle J\rangle\) but not its parts. In the wide potential \(\langle h\rangle\) is lower by 0.01344 hartree and \(\langle J\rangle\) is higher by the same amount. Since \(E_2=\varepsilon+\langle h\rangle\), the total valence energy is also lower by 0.01344 hartree. The second ionization energy, \(-E_1\), differs by still more: 0.59214 against 0.57475 hartree.

The orbital radii show the contraction derived above. On ionization the root-mean-square radius falls from 3.33 to 2.87 bohr in the tight potential, or 14%, and from 3.23 to 2.67 bohr in the wide one, or 17%.

The second-order formula gives \(R^{(2)}=0.0145\) hartree for the tight potential and 0.0196 hartree for the wide one. It puts the two in the right order but exceeds the full \(R\) by about a third in each case. It is useful for seeing where relaxation comes from, but a fit should use the separately minimized energies.

### Fitting the total-energy difference instead

Keep \(\alpha=1\) bohr\(^{-2}\), but now adjust \(A\) until \(I\) agrees with the tight potential. The result is \(A=3.9061\) hartree, with

\[
I=0.27345-0.01587=0.25758\ \text{hartree}.
\]

The ionization energy is now right, and \(K\) is too high by \(0.27345-0.26839=0.00506\) hartree, or 0.138 eV. This equals the difference in relaxation energy, \(0.01587-0.01081\), as \(K=I+R\) requires. So neither fit implies the other.

Nor does one correct energy difference make a good potential. The second ionization energy is now 0.6064 hartree, against 0.5748 hartree for the tight potential. That discrepancy, 0.0316 hartree, is larger than the 0.0174 hartree left by the equal-\(K\) fit. An energy-consistent fit therefore needs several states, for example by minimizing

\[
\sum_s w_s\left[\Delta E_s^{\text{pseudo}}-\Delta E_s^{\text{ref}}\right]^2 ,
\]

where \(\Delta E_s\) is the energy of state \(s\) relative to a common reference state and \(w_s\) is a chosen weight. Each state is minimized separately, so its relaxation enters the fit.

There is a special case in which your plan works. Suppose that the reference potential belongs to a family with one free parameter, and that \(K\) changes monotonically with it. Matching \(K\) then identifies the reference potential itself, and all other properties follow. With a second parameter, such as the width here, this argument is lost. It also does not apply to an all-electron reference, whose core orbitals relax on ionization too. That contribution is part of the reference energy difference, and a potential acting on the valence electrons alone has to imitate it.

### Does correlation remove the difference?

Let \(C\ge0\) be the amount by which correlation lowers the energy of the neutral below \(E_2\). The one-electron ion has no correlation energy, so

\[
I_{\text{corr}}=E_1-(E_2-C)=K-R+C .
\]

This is the quantity that a correlated method, including quantum Monte Carlo, aims at for the given potential. \(C\) also depends on the potential, so it could either offset or enlarge the difference in \(R\).

Full configuration interaction in a finite basis of s, p and d functions gives \(C=0.0353\) hartree for the tight potential and 0.0322 hartree for the equal-\(K\) wide one. The ionization energies become 0.2929 and 0.2858 hartree. Here correlation enlarges the gap:

\[
I_{\text{corr}}^{\text{wide}}-I_{\text{corr}}^{\text{tight}}
=-0.00395-0.00314=-0.0071\ \text{hartree},
\]

or about \(-0.19\) eV. Leaving out the d functions changes this difference by only 0.0001 hartree, although each \(C\) changes by 0.0008 to 0.0009 hartree. Functions of higher angular momentum are missing and the radial basis is small, so these are estimates for the model, not exact energies. In the complete-basis limit each \(C\), each correlated ionization energy and each \(C-R\) quoted below is larger by about 0.0004 hartree (\(C\approx0.0357\) and 0.0326 hartree), while the gap stays at \(-0.0071\) hartree.

In both potentials \(C\) is larger than \(R\), so the correlated ionization energy lies above \(K\), while the Hartree-Fock difference \(I\) lies below it. Koopmans' value is therefore closer to the correlated result than \(I\) is. This comes from partial cancellation between the neglected \(R\) and the neglected \(C\), and the remainder does not carry over from one potential to the other: \(C-R\) is 0.0245 hartree for the tight potential and 0.0174 hartree for the wide one.

For your fit, this means comparing like with like. If the reference data are Hartree-Fock total-energy differences, compute the same differences with the pseudopotential at the Hartree-Fock level. If they include correlation, the pseudopotential energies must include it as well. Otherwise the parameters will absorb \(R\) or \(C\) as though it were part of the core potential. Orbital energies can still serve as starting values or as additional fitting data, but they do not replace the total-energy differences.

## Computed results

```
model: V(r) = -2/r + A exp(-alpha r^2); energies in hartree, lengths in bohr
[tight] alpha = 2.0 bohr^-2, A = 15.000000 hartree
  K = 0.268388, R = 0.010809, I = 0.257579 hartree
  E1 = -0.574751, E2 = -0.832330 hartree
  <h> = -0.563942, <J> = 0.295553 hartree
  second-order relaxation R2 = 0.014510 hartree
  rms radius: neutral 3.3328, ion 2.8693 bohr
[wide, equal K] alpha = 1.0 bohr^-2, A = 4.083936 hartree
  K = 0.268388, R = 0.014762, I = 0.253626 hartree
  E1 = -0.592139, E2 = -0.845766 hartree
  <h> = -0.577377, <J> = 0.308989 hartree
  second-order relaxation R2 = 0.019559 hartree
  rms radius: neutral 3.2299, ion 2.6712 bohr
[wide, equal I] alpha = 1.0 bohr^-2, A = 3.906131 hartree
  K = 0.273446, R = 0.015866, I = 0.257579 hartree
  E1 = -0.606375, E2 = -0.863954 hartree
  <h> = -0.590509, <J> = 0.317063 hartree
  second-order relaxation R2 = 0.020962 hartree
  rms radius: neutral 3.1595, ion 2.5927 bohr
largest Gaussian-grid discrepancy = 1.2e-06 hartree
equal K: |difference in K| = 3.6e-15 hartree
equal K: R(wide) - R(tight) = 0.003953 hartree
equal K: I(wide) - I(tight) = -0.003953 hartree = -0.1076 eV
equal I: K(wide) - K(tight) = 0.005057 hartree = 0.1376 eV
full CI basis: 9 s, 5 p, 3 d Gaussian shells
[tight] C without d = 0.03456, C with d = 0.03533 hartree
  correlated I = K - R + C = 0.29291 hartree
[wide, equal K] C without d = 0.03131, C with d = 0.03219 hartree
  correlated I = K - R + C = 0.28581 hartree
correlated I(wide) - I(tight), without d = -0.00720 hartree
correlated I(wide) - I(tight), with d = -0.00709 hartree = -0.193 eV
```
